# Why Optimal Repeater Segments Have a Wire-Independent Delay in the Bakoglu Model

**Question.** A long on-chip wire is cut into equal segments, each driven by a repeater. The segment length that makes the line fastest depends on the wire's resistance and capacitance. Why does the delay of one such segment depend only on transistor parameters in the Bakoglu model?

## The mechanism

Signals spread along a resistive wire by diffusion. Doubling the length of a segment doubles both its resistance and its capacitance, so the wire's own delay grows as the square of the length. A repeater also has a delay of its own, spent in charging transistor capacitance through transistor resistance. That part does not change with segment length.

What counts for a long line is delay per unit length. The repeater's own delay, shared over the length \(l\), costs an amount proportional to \(1/l\). The wire's own delay costs an amount proportional to \(l\). The sum of two such costs is smallest where they are equal. The best segment is therefore the one whose wire delay has grown to match the repeater's own delay. A more resistive wire reaches that delay in a shorter distance and is cut shorter, but the delay at which it is cut is set by the transistor.

Two other delays remain: the repeater's resistance charging the wire, and the wire's resistance charging the next repeater. A wider repeater reduces the first and increases the second. Choosing the best width makes these two equal as well, and their common value also turns out to be free of wire parameters. Both choices, length and width, are needed.

## The delay of one segment

Let the wire have resistance \(r\) and capacitance \(c\) per unit length. A unit inverter has output resistance \(R_0\), input capacitance \(C_0\) and output parasitic capacitance \(C_p\). A repeater \(h\) times as wide has resistance \(R_0/h\) and capacitances \(hC_0\) and \(hC_p\). It is treated as a linear resistor that switches abruptly when its input passes half the supply voltage. Delay means the time from that switching to the moment when the far end of the segment reaches half the supply. Inductance is left out for now.

Two simple circuits fix the numerical coefficients. A single resistor \(R\) charging a single capacitor \(C\) gives \(v=1-e^{-t/RC}\), in units of the supply, so \(v=1/2\) at \(t=RC\ln 2\approx0.69\,RC\).

A bare wire of length \(l\), driven by an ideal step and open at the far end, obeys

\[
rc\,\frac{\partial v}{\partial t}=\frac{\partial^2 v}{\partial z^2},\qquad v(0,t)=1,\qquad \left.\frac{\partial v}{\partial z}\right|_{z=l}=0 .
\]

The deviation \(1-v\) vanishes at \(z=0\), has zero slope at \(z=l\), and equals 1 at the start. Its slowest mode is \(\sin(\pi z/2l)\). Inserting this in the equation gives the decay rate \(\pi^2/(4rcl^2)\), and projecting the initial value 1 on the mode gives the amplitude

\[
\frac{2}{l}\int_0^l\sin\frac{\pi z}{2l}\,dz=\frac{4}{\pi}.
\]

The next mode decays nine times faster and is negligible at the half-supply point. Hence

\[
\frac12\approx\frac4\pi\,e^{-\pi^2t/(4rcl^2)}
\quad\Rightarrow\quad
t\approx\frac{4}{\pi^2}\ln\frac{8}{\pi}\;rcl^2\approx0.379\,rcl^2 .
\]

The Bakoglu model rounds these coefficients to \(a=0.7\) for lumped products and \(b=0.4\) for the distributed wire, and adds the contributions:

\[
T=a\frac{R_0}{h}\left(cl+hC_0+hC_p\right)+rl\left(b\,cl+a\,hC_0\right).
\]

The first group is the repeater's resistance charging everything connected to it. The second is the wire's resistance charging its own distributed capacitance and the next repeater's input. The sum is an approximation: each coefficient belongs to a limit in which one product dominates, and delays to half supply do not strictly add.

Multiplying out, the width cancels wherever a repeater's resistance meets a repeater's capacitance:

\[
T=\underbrace{aR_0(C_0+C_p)}_{\text{repeater itself}}+\underbrace{b\,rc\,l^2}_{\text{wire itself}}+\underbrace{\frac{aR_0cl}{h}}_{\text{repeater charges wire}}+\underbrace{a\,rlhC_0}_{\text{wire charges repeater}} .
\]

## Choosing length and width

A line of total length \(L\) has \(L/l\) segments and total delay \((L/l)T\). If \(L\gg l\), the segment count may be treated as continuous, and the quantity to minimize is

\[
\frac Tl=\left[\frac{aR_0(C_0+C_p)}{l}+b\,rc\,l\right]+a\left[\frac{R_0c}{h}+rC_0h\right].
\]

The first bracket contains only \(l\) and the second only \(h\), so each can be minimized separately. Both have the form \(A/u+Bu\) with positive \(A\), \(B\) and \(u\), and

\[
\frac Au+Bu=\left(\sqrt{\frac Au}-\sqrt{Bu}\right)^2+2\sqrt{AB}.
\]

The square cannot be negative, and it vanishes when \(A/u=Bu\). This is the global minimum, and at it the two terms are equal. Therefore

\[
l_*=\sqrt{\frac{aR_0(C_0+C_p)}{b\,rc}},\qquad h_*=\sqrt{\frac{R_0c}{rC_0}} .
\]

Both depend on the wire. Now put them into the four parts of \(T\), writing \(p=C_p/C_0\). The equality in the first bracket, multiplied by \(l_*\), reads

\[
b\,rc\,l_*^2=aR_0(C_0+C_p)=aR_0C_0(1+p).
\]

For the third part, the optimum width gives \(R_0c/h_*=\sqrt{R_0C_0\,rc}\), so

\[
\frac{aR_0c\,l_*}{h_*}
=a\sqrt{R_0C_0\,rc}\,\sqrt{\frac{aR_0C_0(1+p)}{b\,rc}}
=aR_0C_0\sqrt{\frac{a(1+p)}{b}} .
\]

The product \(rc\) has cancelled. The fourth part equals the third, by the equality in the second bracket. Adding the four,

\[
\boxed{T_*=2aR_0C_0\left[(1+p)+\sqrt{\frac{a(1+p)}{b}}\,\right]}
\]

Neither \(r\) nor \(c\) is left. With no output parasitic, \(p=0\), this becomes \(T_*=1.4\,(1+\sqrt{1.75})\,R_0C_0\approx3.25\,R_0C_0\).

The wire has not dropped out of the line's total delay. Adding the minimum values \(2\sqrt{AB}\) of the two brackets gives

\[
\frac{T_*}{l_*}=2\sqrt{R_0C_0\,rc}\,\left[a+\sqrt{ab(1+p)}\right].
\]

If \(r\) becomes four times larger at the same \(c\), the optimum length halves. There are then twice as many segments, each with its old delay, and the line takes twice as long. The wire acts through the number of segments.

## Why the cancellation does not rest on the coefficients

The result might seem to be an accident of a convenient four-term formula. A scaling argument shows that it is not.

Take one segment and multiply every resistance in it by \(h\) while dividing every capacitance by \(h\). All products \(RC\) are unchanged, and so are all voltages as functions of time. The repeater becomes a unit inverter, with \(R_0\) and \(C_p\), and the load becomes \(C_0\). The wire becomes a distributed line with total resistance and capacitance

\[
x=hrl,\qquad y=\frac{cl}{h}.
\]

The delay can therefore be written as \(T=F(x,y)\), where \(F\) contains transistor parameters but no separate \(r\), \(c\), \(l\) or \(h\). Multiplying and dividing the definitions gives

\[
xy=rc\,l^2,\qquad \frac xy=\frac{h^2r}{c},
\]

so each pair \((l,h)\) corresponds to one pair \((x,y)\), and

\[
\frac Tl=\sqrt{rc}\;\frac{F(x,y)}{\sqrt{xy}} .
\]

The wire appears only as the prefactor \(\sqrt{rc}\). A prefactor changes the height of the minimum but not its position. The best \(x\) and \(y\) are thus the same for every wire, and so is \(T_*=F(x_*,y_*)\). No values of \(a\) and \(b\) were used. The argument holds for the full distributed RC line with a linear driver, provided the repeater's resistance and capacitances scale with width as assumed and both \(l\) and \(h\) are free. In the four-term model the optimum is

\[
x_*=R_0\sqrt{\frac{a(1+p)}{b}},\qquad y_*=C_0\sqrt{\frac{a(1+p)}{b}} .
\]

Seen by a unit inverter, the optimum wire has a resistance and a capacitance that are fixed multiples of the inverter's own.

## Two copper wires

Take rough values for an advanced logic process: \(R_0=15\) kΩ and \(C_0=C_p=0.10\) fF, so \(R_0C_0=1.50\) ps and \(p=1\). The dense wire is 40 nm wide and 80 nm thick, with an effective resistivity of 4.0 µΩ cm and \(c=0.20\) fF/µm. The wide upper-level wire measures 400 nm by 800 nm, with 2.2 µΩ cm and \(c=0.25\) fF/µm. The resistivities are rough values that allow for surface and grain-boundary scattering and for the liner.

Resistivity divided by cross-section gives \(r=12.5\) Ω/µm for the dense wire and 0.0688 Ω/µm for the wide one. With kΩ, fF and µm, products come out in ps. For the dense wire

\[
l_*=\sqrt{\frac{0.7\times15\times0.20}{0.4\times0.0125\times0.20}}=\sqrt{2100}=45.8\ \text{µm},
\]

\[
h_*=\sqrt{\frac{15\times0.20}{0.0125\times0.10}}=\sqrt{2400}=49.0 .
\]

The same formulas give \(l_*=553\) µm and \(h_*=739\) for the wide wire. The lengths differ by a factor of 12 and the widths by 15. Yet in both cases the repeater's own delay and the wire's own delay are

\[
0.7\times1.50\times2=2.10\ \text{ps},
\]

and each cross term is \(0.7\times1.50\times\sqrt{3.5}=1.96\) ps. The segment delay is

\[
T_*=2(2.100+1.964)=8.13\ \text{ps}
\]

for both wires. This is about 1.5 times the 5.25 ps that the same model gives for an inverter driving four copies of itself. Per unit length the wires differ greatly: 177 ps/mm for the dense wire and 14.7 ps/mm for the wide one.

The scaled quantities show the reason directly. The actual segment resistances are 573 Ω and 38.0 Ω, and the capacitances 9.17 fF and 138 fF. After scaling to a unit inverter, both wires have \(x=28.1\) kΩ and \(y=0.187\) fF.

The approximation in the delay formula can be judged by replacing the wire with a ladder of 40 RC sections and optimizing \(l\) and \(h\) again, without \(a\) or \(b\). The segment delay is then 8.70 ps for both wires, at lengths of 47.3 and 570 µm. The formula lies about 7% below this value. At the formula's own \(l_*\) and \(h_*\) the ladder gives 8.44 ps, so about 4% is the error of the formula and the rest comes from the shift of the optimum. The independence from the wire survives, as the scaling argument requires.

## When the wire comes back

**Fixed repeater width.** Suppose \(h\) is prescribed and only \(l\) is optimized. Since the length bracket does not contain \(h\), the best length is still \(l_*\). The cross terms are no longer equal: one is multiplied by \(h_*/h\) and the other by \(h/h_*\), so

\[
T=2aR_0C_0(1+p)+aR_0C_0\sqrt{\frac{a(1+p)}{b}}\left(\frac{h_*}{h}+\frac h{h_*}\right).
\]

Because \(h_*\) contains \(c/r\), the wire has returned. Using the dense wire's width, 49.0, on the wide wire gives \(h_*/h=15.1\) and

\[
T=4.20+1.96\,(15.1+0.07)\approx33.9\ \text{ps},
\]

about four times \(T_*\). The independence survives if the ratio \(h/h_*\), rather than \(h\), is held fixed. At half the optimum width, for example, the last bracket is 2.5 and the segment delay is 9.1 ps for any wire. The length is unchanged, so the line is 12% slower with half the repeater width.

**Whole numbers of segments.** A line of 2 mm would ideally have 43.6 dense segments or 3.62 wide ones. The best whole numbers are 44 and 4, with \(h\) kept at \(h_*\). The dense segment delay becomes 8.06 ps, less than 1% below \(T_*\). The wide segments shrink from 553 to 500 µm, and their delay falls to 7.37 ps, 9% below \(T_*\). The total for the wide line, 29.5 ps, is hardly affected, because delay per length is flat near its minimum while the delay of one segment is not.

**Inductance.** Let the wire have inductance \(m\) per unit length. Scaling multiplies inductances by \(h\), so the segment's inductance becomes

\[
hml=hrl\,\frac mr=x\,\frac mr .
\]

A wire time \(m/r\) now remains inside \(F\). The optimum segment delay can depend on the wire, but only through \(m/r\) compared with \(R_0C_0\).

For a uniform dielectric of relative permittivity \(\varepsilon_r\), the inductance due to the field outside the metal obeys \(mc=\varepsilon_r/c_0^2\), where \(c_0\) is the speed of light. With \(\varepsilon_r=3.0\), this gives an \(m/r\) of 0.013 ps for the dense wire and 1.94 ps for the wide one. Current that fills the wire also has a field inside the metal, which adds about 0.05 pH/µm and would raise these values by 30 to 40%. That part is left out below, so the results show the trend rather than predict the delay of a particular wire. A more distant return path for the current would also increase \(m\). Optimizing an RLC ladder leaves the dense segment at 8.70 ps. The wide segment falls from 8.70 to 8.16 ps, with a shorter length, 538 µm, and a smaller width, 600. At the unchanged design of \(l_*=553\) µm and \(h_*=739\), inductance moves the delay only from 8.44 to 8.47 ps. The 6% reduction is thus no measure of what inductance does to a given segment, because the optimum length and width have changed too. The line as a whole gains little: its best delay per length changes by less than 1%. The dip is also fragile. Adding the inductance inside the metal raises the optimum segment delay to about 8.4 ps, and current crowding in the isolated wire brings it back to about 8.7 ps. A different wire with three times the \(r\) and \(m\) and 0.6 times the \(c\), hence the same \(m/r\), also gives 8.16 ps, although its best length is 401 µm.

When \(m/r\) is much larger than \(R_0C_0\), the segment delay must grow. Signals then travel as waves, whose flight time per unit length is constant, so longer segments pay as long as the front is not too weak. The front decays as \(e^{-rl/2Z}\), with \(Z=\sqrt{m/c}\), which limits \(l\) to the order of \(Z/r\). The flight time over that distance is

\[
l\sqrt{mc}\sim\frac{1}{r}\sqrt{\frac mc}\,\sqrt{mc}=\frac mr .
\]

A copper wire of 900 nm by 1800 nm, with the wide wire's resistivity and capacitance, has \(m/r=9.8\) ps. Its optimum segment takes about 15 ps and is about 1.9 mm long. Here the statement that segment delay is a transistor property has failed.

## Beside real interconnect

The dense wire's resistance and repeater width are plausible for a fine-pitch level of an advanced process. A repeater of 739 unit inverters is very large; where area or energy is limited, a smaller one would be chosen, at the cost computed above.

Several neglected effects can be sized for the dense wire with its design frozen at \(l_*\) and \(h_*\). If neighbours switch in the opposite direction and carry 60% of the capacitance, a rough share, \(c\) is effectively 1.6 times larger. The two terms containing \(c\) grow, and the delay rises from 8.13 to 10.57 ps, or 30%. Heating the wire by 80 K, with the transistors unchanged and the resistivity rising by about 0.0066 µΩ cm per kelvin, gives 8.67 ps. In both cases a design optimized for the new \(c\) or \(r\) would return to \(T_*\), since only wire parameters have changed.

Via stacks are different. A resistance of roughly 50 Ω at each end of the segment adds 0.66 ps, or 8%, when estimated with the lumped coefficient \(a\), and about 0.7 ps on the distributed line. If the same stack is used for every repeater width, scaling turns it into a resistance proportional to \(h\), and the cancellation is lost. On the wide wire, a single 50 Ω stack would exceed the 38 Ω of the whole segment. Adding vias in parallel in proportion to the repeater width makes the stack resistance fall as \(1/h\), like the repeater's own, and restores the cancellation.

Real repeaters also receive sloping edges. In the RC ladder at the dense design, an abrupt input gives 8.44 ps. An input ramp of 26 ps, matched to the output edge that an abrupt input produces, gives 10.3 ps, or 22% more. This assumes a linear driver that follows its input; a real inverter has gain and a voltage-dependent resistance, so the figure is an estimate of size, not a bound.

Without inductance, the output of the wide wire rises from 10% to 90% in about 21 ps. Dividing 0.35 by this time, as for a single RC stage, gives a bandwidth of about 17 GHz, where the skin depth in the metal is about 580 nm. This exceeds the half thickness of 400 nm, so current crowding should be modest. This estimate does not carry over to the 1800 nm wire. Its delay is set by a wave front that rises from 10% to 50% in about 3 ps, which corresponds to roughly 50 GHz. There the skin depth is about 330 nm, less than the half width of 450 nm, and the resistance of the isolated wire is about a third above its dc value. Its 15 ps also leaves out the inductance inside the metal. A constant 0.05 pH/µm raises \(m/r\) and takes the optimum segment delay to about 19 ps; with current crowding included it is about 18 ps. A more distant return path would act in the same direction. The values for constant \(r\), \(c\) and \(m\) are in the numerical output below.

## Calculated quantities

```
unit inverter: R0 = 15.0 kOhm, C0 = 0.10 fF, Cp = 0.10 fF
R0*C0 = 1.50 ps; p = 1.00; a = 0.7, b = 0.4
ln 2 = 0.6931; bare line: ladder 0.3787, leading mode 0.3788
inverter driving four copies: 5.25 ps
[dense] 40 x 80 nm, resistivity 4.0 microohm cm
  r = 12.5000 Ohm/um, c = 0.20 fF/um
  optimum l = 45.8 um, h = 49.0
  R0/h = 306.2 Ohm, h*C0 = 4.90 fF
  r*l = 572.8 Ohm, c*l = 9.17 fF
  x = h*r*l = 28.06 kOhm, y = c*l/h = 0.1871 fF
  repeater self 2.100 ps, wire self 2.100 ps
  cross terms 1.964 ps and 1.964 ps
  segment delay T* = 8.129 ps; per length 177.4 ps/mm
  2 mm line: ideal count 43.64, whole count 44
  2 mm line: total 354.8 ps, per segment 8.063 ps
  2 mm line, one driver of size h: 4173.6 ps
  RC ladder optimum: l = 47.3 um, h = 46.5, T = 8.701 ps
  size fixed at 49.0: segment delay 8.13 ps
  inductance m = 0.1669 pH/um, m/r = 0.0134 ps
  RLC ladder optimum: l = 47.3 um, h = 46.5, T = 8.698 ps
[wide] 400 x 800 nm, resistivity 2.2 microohm cm
  r = 0.0688 Ohm/um, c = 0.25 fF/um
  optimum l = 552.7 um, h = 738.5
  R0/h = 20.3 Ohm, h*C0 = 73.85 fF
  r*l = 38.0 Ohm, c*l = 138.17 fF
  x = h*r*l = 28.06 kOhm, y = c*l/h = 0.1871 fF
  repeater self 2.100 ps, wire self 2.100 ps
  cross terms 1.964 ps and 1.964 ps
  segment delay T* = 8.129 ps; per length 14.7 ps/mm
  2 mm line: ideal count 3.62, whole count 4
  2 mm line: total 29.5 ps, per segment 7.373 ps
  2 mm line, one driver of size h: 43.8 ps
  RC ladder optimum: l = 570.4 um, h = 700.8, T = 8.700 ps
  size fixed at 49.0: segment delay 33.94 ps
  inductance m = 0.1335 pH/um, m/r = 1.9421 ps
  RLC ladder optimum: l = 537.7 um, h = 600.4, T = 8.157 ps
T* / four-copy inverter delay = 1.548
other wire with equal m/r: l = 400.8 um, T = 8.157 ps
wide wire, same l and h: RC 8.439 ps, RLC 8.471 ps
[thick] 900 x 1800 nm, 2.2 microohm cm, c = 0.25 fF/um, m/r = 9.83 ps
  RLC optimum, 30 sections: l = 1952 um, h = 737, T = 15.27 ps
  RLC optimum, 45 sections: l = 1942 um, h = 744, T = 15.22 ps
neglected effects, dense wire, design frozen:
  ladder delay, step input 8.439 ps
  ladder delay, 26.2 ps input ramp 10.277 ps
  neighbours switch oppositely (coupling share 0.6): 10.57 ps
  80 K hotter wire (slope 0.0066 microohm cm/K): 8.67 ps
  via stacks of 50 Ohm at both ends add 0.66 ps
wide wire: edge 10-90% 21.0 ps, frequency 16.7 GHz
  skin depth 578 nm, half thickness 400 nm
```
